# Why rough thin films keep long-path phonons near grazing incidence: test program

```python
"""Why a rough film keeps long-path phonons.

Result under test: a face with Gaussian height error sigma reflects a phonon
of wavenumber q specularly with probability exp(-a*mu**2), a=(2*q*sigma)**2,
where mu is the cosine of the angle from the normal. In a film of thickness d
with otherwise randomising faces, the effective in-plane path then grows as
bulk_path**(2/3), instead of logarithmically as for diffuse faces.
'loss' always means -log(specular probability). Lengths are in nm.
The wave solver uses scalar waves on one-dimensional random corrugations.
"""
import numpy as np
from scipy.constants import hbar, k as boltzmann, e as charge

thickness = 50.0
wavelength = 5.0
sigma = 0.5
corr_length = 40.0
bulk_path = 2000.0
temperature = 300.0
sound_speed = 6000.0
q = 2 * np.pi / wavelength
a = (2 * q * sigma) ** 2
rng = np.random.default_rng(271)

nodes, node_weights = np.polynomial.legendre.leggauss(400)
s_nodes = (nodes + 1) / 2
s_weights = node_weights / 2


def film_ratio(loss_function, delta, top=1.0):
    """Effective path / bulk path, from directions with 0 < mu < top."""
    mu = top * s_nodes ** 3
    weight = top * 3 * s_nodes ** 2 * s_weights
    loss = loss_function(mu)
    x = delta / mu
    lost = np.expm1(-loss) * np.expm1(-x) / (-x * np.expm1(-(loss + x)))
    return 1.5 * np.sum(weight * (1 - mu ** 2) * (1 - lost))


def phase_loss(mu):
    return a * mu ** 2


def diffuse_loss(mu):
    return np.full_like(mu, np.inf)


def free_face_loss(mu):
    """Second-order loss at a stress-free face, propagating waves only."""
    t = np.linspace(-np.pi / 2, np.pi / 2, 4001)
    dt = np.full(t.size, t[1] - t[0])
    dt[[0, -1]] /= 2
    along = np.sqrt(1 - mu ** 2)[:, None]
    ql = q * corr_length
    spectrum = np.exp(-((np.sin(t) - along) * ql) ** 2 / 4)
    spectrum *= ql / (2 * np.sqrt(np.pi))
    coupling = (1 - along * np.sin(t)) ** 2
    return a / mu * np.sum(spectrum * coupling * dt, axis=1)


def trace_paths(mu, mean_free_path):
    """Follow phonons until bulk scattering or a nonspecular reflection."""
    free = rng.exponential(mean_free_path, mu.size)
    wall = rng.random(mu.size) * thickness / mu
    total = free.copy()
    active = np.flatnonzero(wall < free)
    while active.size:
        specular = rng.random(active.size) < np.exp(-a * mu[active] ** 2)
        stopped = active[~specular]
        total[stopped] = wall[stopped]
        active = active[specular]
        wall[active] += thickness / mu[active]
        active = active[wall[active] < free[active]]
    return total


def solve_rough_wall(mu_wanted, free_surface, samples=60):
    """Solve the boundary condition on random periodic surfaces."""
    period = 40 * corr_length
    spacing = 2 * np.pi / period
    gap = (1 - np.sqrt(1 - mu_wanted ** 2)) * q / spacing
    # Half-integer gap keeps diffraction orders away from exact grazing.
    kx = q - (np.round(gap - 0.5) + 0.5) * spacing
    kz = np.sqrt(q ** 2 - kx ** 2)
    half = int(15 / corr_length / spacing)
    orders = np.arange(-half, half + 1)
    k_out = kx + orders * spacing
    kz_out = np.sqrt((q ** 2 - k_out ** 2).astype(complex))
    x = np.arange(orders.size) * period / orders.size
    wave = np.arange(1, 51) * spacing
    share = np.exp(-(wave * corr_length) ** 2 / 4)
    share /= share.sum()
    amplitude = sigma * np.sqrt(2 * share)
    phase = rng.uniform(0, 2 * np.pi, (samples, wave.size))
    argument = phase[:, :, None] + wave[None, :, None] * x
    height = np.einsum('m,rmx->rx', amplitude, np.cos(argument))
    slope = -np.einsum('m,rmx->rx', amplitude * wave, np.sin(argument))
    matrix = np.exp(1j * height[:, :, None] * kz_out)
    matrix *= np.exp(1j * np.outer(x, orders * spacing))
    source = -np.exp(-1j * kz * height)
    if free_surface:
        matrix *= 1j * (kz_out - slope[:, :, None] * k_out)
        source *= -1j * (kz + kx * slope)
    reflected = np.linalg.solve(matrix, source[:, :, None])[:, :, 0]
    power = np.abs(reflected) ** 2 * kz_out.real / kz
    energy = power.sum(axis=1)
    assert np.max(np.abs(energy - 1)) < 1e-3
    specular = abs(reflected[:, half].mean()) ** 2
    momentum = np.mean(power @ k_out) / kx
    signed = np.concatenate((wave, -wave))
    weights = np.concatenate((share, share)) / 2
    k_new = kx + signed
    travelling = np.abs(k_new) < q
    k_new, weights = k_new[travelling], weights[travelling]
    kz_new = np.sqrt(q ** 2 - k_new ** 2)
    if free_surface:
        terms = (q ** 2 - kx * k_new) ** 2 / (kz * kz_new)
    else:
        terms = kz * kz_new
    predicted = 4 * sigma ** 2 * np.sum(weights * terms)
    return kz / q, -np.log(specular), predicted, momentum


# Wave calculation against the phase law and its grazing correction.
wave_rows = []
for wanted in (0.1, 0.3, 0.6, 0.95):
    mu, clamped, clamped_theory, _ = solve_rough_wall(wanted, False)
    _, free, free_theory, momentum = solve_rough_wall(wanted, True)
    assert abs(clamped / clamped_theory - 1) < 0.15
    assert abs(free / free_theory - 1) < 0.15
    if wanted >= 0.6:
        assert abs(clamped / (a * mu ** 2) - 1) < 0.08
        assert abs(free / (a * mu ** 2) - 1) < 0.08
    wave_rows.append((mu, a * mu ** 2, clamped, free, momentum))
assert wave_rows[0][3] > 1.5 * wave_rows[0][1]

# Film integral against individual random trajectories.
delta = thickness / bulk_path
phase_ratio = film_ratio(phase_loss, delta)
random_mu = 1 - rng.random(1_000_000)
paths = trace_paths(random_mu, bulk_path)
traced = 1.5 * np.mean((1 - random_mu ** 2) * paths)
assert abs(traced / (phase_ratio * bulk_path) - 1) < 0.012


def boundary_path(mu):
    return thickness / (2 * mu) / np.tanh(a * mu ** 2 / 2)


fixed_mu = np.full(300_000, 0.5)
fixed_path = trace_paths(fixed_mu, 1e12).mean()
assert abs(fixed_path / boundary_path(0.5) - 1) < 0.015

# Limiting laws against the full film integral.
tiny = 1e-7
for power in (1, 2):
    angle = np.pi / (power + 1)
    limit = 1.5 * (tiny / a) ** (1 / (power + 1)) * angle / np.sin(angle)
    full = film_ratio(lambda mu: a * mu ** power, tiny)
    assert abs(full / limit - 1) < 0.01
small = 1e-4
diffuse_limit = 0.75 * small * (np.log(1 / small) + 1 - np.euler_gamma)
assert abs(film_ratio(diffuse_loss, small) / diffuse_limit - 1) < 2e-3

# Same average specularity, but with its angular dependence removed.
mean_p = -np.expm1(-a) / a
mu_grid = s_nodes ** 3
flux_weight = 6 * s_nodes ** 5 * s_weights
assert abs(np.sum(flux_weight * np.exp(-a * mu_grid ** 2)) - mean_p) < 1e-10


def uniform_loss(mu):
    return np.full_like(mu, -np.log(mean_p))


def half_kept_loss(mu):
    return -np.log(0.5 + 0.5 * np.exp(-a * mu ** 2))


diffuse_ratio = film_ratio(diffuse_loss, delta)
uniform_ratio = film_ratio(uniform_loss, delta)
free_ratio = film_ratio(free_face_loss, delta)
kept_ratio = film_ratio(half_kept_loss, delta)
assert phase_ratio > 1.5 * uniform_ratio > 1.5 * diffuse_ratio
assert 1.5 * diffuse_ratio < free_ratio < phase_ratio
assert kept_ratio > phase_ratio
near_share = film_ratio(phase_loss, delta, 0.5) / phase_ratio
diffuse_share = film_ratio(diffuse_loss, delta, 0.5) / diffuse_ratio
bulk_share = 1.5 * (0.5 - 0.5 ** 3 / 3)
assert near_share > bulk_share

print(f"film thickness {thickness:.0f} nm; bulk path {bulk_path:.0f} nm")
print(f"phonon wavelength {wavelength:.1f} nm; q {q:.4f} 1/nm")
print(f"rms roughness {sigma:.2f} nm; correlation {corr_length:.0f} nm")
print(f"a = 4 q^2 sigma^2: {a:.4f}; thickness/bulk path: {delta:.4f}")
print("angle from normal (deg), rms phase (rad), p, boundary path (nm):")
for degrees in (0, 60, 80):
    mu = np.cos(np.radians(degrees))
    print(f"  {degrees:2d}  {np.sqrt(a) * mu:.4f}  "
          f"{np.exp(-a * mu ** 2):.4f}  {boundary_path(mu):.1f}")
print("wave test: cosine, phase-law loss, clamped loss, free loss:")
for row in wave_rows:
    print("  " + "  ".join(f"{value:.4f}" for value in row[:4]))
print(f"flux-averaged specularity: {mean_p:.4f}")
print(f"effective path, diffuse faces: {diffuse_ratio * bulk_path:.1f} nm")
print(f"effective path, uniform p: {uniform_ratio * bulk_path:.1f} nm")
print(f"effective path, phase law: {phase_ratio * bulk_path:.1f} nm")
print(f"effective path, random trajectories: {traced:.1f} nm")
thin_limit = np.pi / np.sqrt(3) * (delta / a) ** (1 / 3)
print(f"two-thirds-law estimate: {thin_limit * bulk_path:.1f} nm")
print(f"phase law / uniform p: {phase_ratio / uniform_ratio:.3f}")
print(f"phase law / diffuse: {phase_ratio / diffuse_ratio:.3f}")
print("share carried within 30 deg of plane (bulk, diffuse, phase law):")
print(f"  {bulk_share:.4f}  {diffuse_share:.4f}  {near_share:.4f}")
print("bulk path, effective: diffuse, phase law, free-face wave law (nm):")
for length in (200.0, 2000.0, 20000.0):
    values = [length * film_ratio(law, thickness / length)
              for law in (diffuse_loss, phase_loss, free_face_loss)]
    print(f"  {length:.0f}  " + "  ".join(f"{v:.1f}" for v in values))
print("wavelength (nm), normal p, phase-law effective path (nm):")
for length in (2.0, 5.0, 10.0):
    strength = (4 * np.pi * sigma / length) ** 2
    value = film_ratio(lambda mu: strength * mu ** 2, delta) * bulk_path
    print(f"  {length:.0f}  {np.exp(-strength):.3e}  {value:.1f}")
crossover = np.sqrt(2 * np.sqrt(2) / (q * corr_length))
mu_star = (delta / a) ** (1 / 3)
print(f"cosine where phase law starts to fail: {crossover:.4f}")
print(f"cosine where bulk and face losses match: {mu_star:.4f}")
print(f"rms surface slope: {np.sqrt(2) * sigma / corr_length:.4f}")
print(f"standing-wave levels below matching cosine: "
      f"{q * thickness * mu_star / np.pi:.2f}")
energy = hbar * sound_speed * q * 1e9
print(f"sound speed {sound_speed:.0f} m/s; temperature {temperature:.0f} K")
print(f"phonon energy: {energy / charge * 1000:.3f} meV; "
      f"energy/kT: {energy / (boltzmann * temperature):.4f}")
print(f"free wall at cosine {wave_rows[2][0]:.4f}: nonspecular fraction "
      f"{1 - np.exp(-wave_rows[2][3]):.4f}")
print(f"  in-plane momentum lost there: {1 - wave_rows[2][4]:.5f}")
print(f"effective path if nonspecular phonons keep half their drift: "
      f"{kept_ratio * bulk_path:.1f} nm")
print("checks complete")
```

Printed output:

```
film thickness 50 nm; bulk path 2000 nm
phonon wavelength 5.0 nm; q 1.2566 1/nm
rms roughness 0.50 nm; correlation 40 nm
a = 4 q^2 sigma^2: 1.5791; thickness/bulk path: 0.0250
angle from normal (deg), rms phase (rad), p, boundary path (nm):
   0  1.2566  0.2062  38.0
  60  0.6283  0.6738  256.6
  80  0.2182  0.9535  6048.1
wave test: cosine, phase-law loss, clamped loss, free loss:
  0.0967  0.0148  0.0175  0.0410
  0.2976  0.1399  0.1307  0.1455
  0.5979  0.5645  0.5656  0.5712
  0.9504  1.4265  1.4668  1.4592
flux-averaged specularity: 0.5027
effective path, diffuse faces: 154.8 nm
effective path, uniform p: 325.9 nm
effective path, phase law: 823.4 nm
effective path, random trajectories: 822.4 nm
two-thirds-law estimate: 910.9 nm
phase law / uniform p: 2.527
phase law / diffuse: 5.319
share carried within 30 deg of plane (bulk, diffuse, phase law):
  0.6875  0.9239  0.9551
bulk path, effective: diffuse, phase law, free-face wave law (nm):
  200  73.4  143.5  142.6
  2000  154.8  823.4  778.5
  20000  240.6  4104.4  2643.8
wavelength (nm), normal p, phase-law effective path (nm):
  2  5.172e-05  487.4
  5  2.062e-01  823.4
  10  6.738e-01  1175.0
cosine where phase law starts to fail: 0.2372
cosine where bulk and face losses match: 0.2511
rms surface slope: 0.0177
standing-wave levels below matching cosine: 5.02
sound speed 6000 m/s; temperature 300 K
phonon energy: 4.963 meV; energy/kT: 0.1920
free wall at cosine 0.5979: nonspecular fraction 0.4352
  in-plane momentum lost there: 0.00129
effective path if nonspecular phonons keep half their drift: 1010.9 nm
checks complete
```
